# Biorthogonal self-consistent field for transcorrelated Hamiltonians and its two Brillouin conditions: verification in Python

```python
# Biorthogonal transcorrelated SCF (Hartree atomic units, real orbitals).
# Ht = exp(-J) H exp(J) = sum h + sum (1/r12 - K) - sum L,  J = sum_{i<j} u(r_ij).
# X, Phi: determinants of left (chi) and right (phi) orbitals, <chi_p|phi_q> = delta.
# E = <X|Ht|Phi>/<X|Phi>,  P = sum_i phi_i chi_i^T,
# F_pq = h_pq + sum_j <pj||qj> + 1/2 sum_jk <pjk||qjk>.
# Under test: <X_i^a|Ht|Phi> = F_ai, <X|Ht|Phi_i^a> = F_ia, both vanish where E is
# stationary in chi and phi; the single-set scheme (X = Phi) only gives F_ai = 0.
# Example: Be atom, s Gaussians, u(s) = -exp(-gam s)/(2 gam).
import itertools, math, functools
import numpy as np
from scipy.integrate import quad
from scipy.linalg import null_space, expm
from scipy.constants import physical_constants
from pyscf import gto
from pyscf.scf import hf

eV = physical_constants['Hartree energy in eV'][0]
rng = np.random.default_rng(7)
Z, gam, n, nocc = 4.0, 1.5, 10, 2
alpha = 0.05 * 3.0 ** np.arange(n)
u = lambda s: -np.exp(-gam * s) / (2 * gam)
du = lambda s: 0.5 * np.exp(-gam * s)
s_kappa = lambda s: np.exp(-gam*s) * (1 - gam*s/2) + s * np.exp(-2*gam*s) / 4  # s(lap u + u'^2)
def out(label, val, unit, f='.6f'):
    print(f"{label} = {val:{f}} {unit}")

# ---- operator identity for four electrons, pointwise by finite differences
x0 = 0.5 * rng.normal(size=(4, 3)); cf = rng.normal(size=(4, 3))
f_test = lambda x: np.exp(-np.sum(np.array([.3, .5, .7, .9]) * np.sum(x*x, 1)) + 0.3*np.sum(cf*x))
Jas = lambda x: sum(u(np.linalg.norm(x[i]-x[j])) for i in range(4) for j in range(i))
def grad_lap(fun, x, d=1e-4):
    g = np.zeros_like(x); lap = 0.0
    for i in range(4):
        for c in range(3):
            e = np.zeros_like(x); e[i, c] = d
            g[i, c] = (fun(x+e) - fun(x-e)) / (2*d)
            lap += (fun(x+e) + fun(x-e) - 2*fun(x)) / d**2
    return g, lap
gf, lapf = grad_lap(f_test, x0)
lhs = -0.5 * (grad_lap(lambda x: np.exp(Jas(x))*f_test(x), x0)[1]*np.exp(-Jas(x0)) - lapf) / f_test(x0)
def gu(a, b):
    d = a - b; s = np.linalg.norm(d, axis=-1, keepdims=True); return du(s) * d / s
Lfun = lambda a, b, c: np.sum(gu(a, b)*gu(a, c) + gu(b, a)*gu(b, c) + gu(c, a)*gu(c, b), -1)
Kpt = sum(s_kappa(np.linalg.norm(x0[i]-x0[j])) / np.linalg.norm(x0[i]-x0[j])
          + gu(x0[i], x0[j]) @ (gf[i] - gf[j]) / f_test(x0) for i in range(4) for j in range(i))
Lpt = sum(Lfun(*x0[list(t)]) for t in itertools.combinations(range(4), 3))
assert abs(lhs + Kpt + Lpt) < 1e-5 and abs(Lpt) > 1e-3

# ---- integrals over normalized s Gaussians
Nn = (2*alpha/np.pi) ** 0.75; NN = np.outer(Nn, Nn); ps = alpha[:, None] + alpha[None, :]
S = NN * (np.pi/ps) ** 1.5
Tkin = 3 * np.outer(alpha, alpha) / ps * S
Rinv = NN * 2*np.pi / ps
pa, pb = ps[:, None, :, None], ps[None, :, None, :]
Coul = 2*np.pi**2.5 / (pa*pb*np.sqrt(pa+pb)) * NN[:, None, :, None] * NN[None, :, None, :]
rg = np.exp(np.arange(np.log(1e-6), np.log(25.0), 0.1)); wg = 4*np.pi * rg**3 * 0.1
xs, ws = np.polynomial.legendre.leggauss(96)
p = ps.reshape(-1, 1, 1); r = rg[None, :, None]
lo = np.maximum(0, r - 9/np.sqrt(p)); hi = np.minimum(40/gam, r + 9/np.sqrt(p))
s = lo + (hi-lo) * (xs+1)/2; w = (hi-lo) * ws/2
em = np.exp(-p*(r-s)**2); df = -em * np.expm1(-4*p*r*s); ep = em - df
Ck = np.sum(w * np.pi/(p*r) * s_kappa(s) * df, -1).reshape(n, n, -1) * NN[..., None]
Xr = np.sum(w * np.pi/p * s*u(s) * ((2*p*(r+s)*ep - 2*p*(r-s)*em)/r - df/r**2), -1)
Xr = Xr * NN.reshape(-1, 1)          # radial gradient of u convolved with a pair density
rho = NN[..., None] * np.exp(-ps[..., None] * rg**2) * wg
Ks = np.einsum('prg,qsg->pqrs', rho, Ck, optimize=True)
Kg = np.einsum('prg,qsg->pqrs', rho * (-2*alpha[None, :, None]*rg), Xr.reshape(n, n, -1), optimize=True)
K = Ks + Kg + Kg.transpose(1, 0, 3, 2)
T3 = (rho.reshape(n*n, -1) @ (Xr[:, None, :]*Xr[None, :, :]).reshape(n**4, -1).T).reshape((n*n,)*3)
L = (T3 + np.einsum('bac->abc', T3) + np.einsum('cab->abc', T3)).reshape((n,)*6).transpose(0, 2, 4, 1, 3, 5)
for a, b, c, d in [(0, 0, 0, 0), (3, 4, 2, 5), (9, 9, 8, 9), (1, 8, 2, 9), (7, 2, 6, 0)]:
    p1, p2 = ps[a, c], ps[b, d]; mu = p1*p2/(p1+p2)   # relative-coordinate quadrature
    g = lambda t: (t*s_kappa(t) - 2*(alpha[c]*p2 + alpha[d]*p1)/(p1+p2)*t**3*du(t)) * np.exp(-mu*t*t)
    ref = quad(g, 0, min(8/np.sqrt(mu), 30), epsabs=1e-14, epsrel=1e-12, limit=200)[0]
    ref *= 4*np.pi * (np.pi/(p1+p2))**1.5 * NN[a, c] * NN[b, d]
    assert abs(ref - K[a, b, c, d]) < 1e-8
prs = [(3, 3), (4, 4), (2, 3)]; M = 400000
smp = Lfun(*[rng.normal(size=(M, 3)) / np.sqrt(2*ps[t]) for t in prs]) * np.prod([S[t] for t in prs])
sig = smp.std() / np.sqrt(M); Lref = L[3, 4, 2, 3, 4, 3]
assert abs(smp.mean() - Lref) < 5*sig and abs(Lref) > 50*sig

def transform(T, A, B):
    k = T.ndim // 2
    for ax in range(2*k):
        T = np.tensordot(T, A if ax < k else B, (0, 0))
    return T
ev, U = np.linalg.eigh(S); Xo = U @ np.diag(ev**-0.5) @ U.T; Id = np.eye(n)
h, rinv, Vc, V, W = [transform(T, Xo, Xo) for T in (Tkin - Z*Rinv, Rinv, Coul, Coul - K, -L)]

# ---- derived formulas: Fock matrices and energy parts from spin densities
def make_fock(V, W):
    Wd = W.transpose(0, 1, 3, 4, 2, 5).reshape(n**4, n*n)
    Wx = W.transpose(0, 1, 3, 5, 2, 4).reshape(n**4, n*n)
    def fock(h, Pa, Pb):
        PT = Pa + Pb; G = (Wd @ PT.T.ravel()).reshape((n,)*4)
        Ex = [(Wx @ Q.T.ravel()).reshape((n,)*4) for Q in (Pa, Pb)]
        com = 0.5*np.einsum('pbqk,kb', G, PT) - 0.5*sum(np.einsum('pbqy,yb', e, Q) for e, Q in zip(Ex, (Pa, Pb)))
        Fs, parts = [], np.zeros(3)
        for e, Q in zip(Ex, (Pa, Pb)):
            F2 = np.einsum('pbqk,kb', V, PT) - np.einsum('pbkq,kb', V, Q)
            F3 = com - np.einsum('pbxq,xb', G, Q) + np.einsum('pbxq,xb', e, Q)
            Fs.append(h + F2 + F3)
            parts += [np.trace(h @ Q), np.trace(F2 @ Q)/2, np.trace(F3 @ Q)/3]
        return Fs, parts
    return fock
def eigsort(F):
    e, R = np.linalg.eig(F); o = np.argsort(e.real); return e[o], R[:, o]
def scf(fock, h, P, biorth=True):
    for it in range(600):
        e, R = eigsort(fock(h, P, P)[0][0])
        assert np.abs(e[:nocc].imag).max() < 1e-10
        if biorth:
            Pn = (R[:, :nocc] @ np.linalg.inv(R)[:nocc]).real
        else:
            Q = np.linalg.qr(R[:, :nocc].real)[0]; Pn = Q @ Q.T
        if np.abs(Pn - P).max() < 1e-10:
            Fs, parts = fock(h, Pn, Pn); return parts.sum(), Pn, Fs[0], parts
        P = 0.5 * (P + Pn)
    raise RuntimeError('SCF not converged')
def complete(Lo, Ro):      # biorthonormal full sets: columns of CL, CR
    CR = np.hstack([Ro, null_space(Lo.T)]); return np.linalg.inv(CR).T, CR

# ---- definition: explicit antisymmetric tensors and the first-quantized operator
so = lambda v, sp: np.concatenate([v*(sp == 0), v*(sp == 1)])
occ = lambda C: [so(C[sp][:, i], sp) for sp in (0, 1) for i in range(nocc)]
def det(vs):
    N = len(vs); t = functools.reduce(np.multiply.outer, vs)
    return sum(round(np.linalg.det(np.eye(N)[list(q)])) * t.transpose(q)
               for q in itertools.permutations(range(N))) / math.sqrt(math.factorial(N))
def applyH(psi, transp=False):
    N = psi.ndim; t = psi.reshape((2, n)*N); res = np.zeros_like(t)
    for k, op in ((1, h), (2, V), (3, W)):
        m = op.reshape(n**k, n**k); m = m.T if transp else m
        for c in itertools.combinations(range(N), k):
            ax = [2*i+1 for i in c]; y = np.moveaxis(t, ax, list(range(k)))
            res += np.moveaxis((m @ y.reshape(n**k, -1)).reshape(y.shape), list(range(k)), ax)
    return res.reshape(psi.shape)
def dot(vs, psi):          # determinant of vs with an antisymmetric tensor
    for v in vs:
        psi = np.tensordot(v, psi, (0, 0))
    return float(psi) * math.sqrt(math.factorial(len(vs)))
fock = make_fock(V, W)
def examine(CL, CR):
    X, Ph = det(occ(CL)), det(occ(CR)); HP, HX = applyH(Ph), applyH(X, True)
    assert np.abs(HP + HP.swapaxes(0, 2)).max() < 1e-9 and np.abs(HX + HX.swapaxes(1, 3)).max() < 1e-9
    P = [CR[sp][:, :nocc] @ CL[sp][:, :nocc].T for sp in (0, 1)]
    Fs, parts = fock(h, *P)
    assert abs(dot(occ(CL), Ph) - 1) < 1e-11 and abs(dot(occ(CL), HP) - parts.sum()) < 1e-8
    ai, ia = [], []
    for sp in (0, 1):
        Fm = CL[sp].T @ Fs[sp] @ CR[sp]
        for i in range(nocc):
            for a in range(nocc, n):
                l, q = occ(CL), occ(CR)
                l[sp*nocc+i] = so(CL[sp][:, a], sp); q[sp*nocc+i] = so(CR[sp][:, a], sp)
                ai.append(dot(l, HP)); ia.append(dot(q, HX))
                assert abs(ai[-1] - Fm[a, i]) < 1e-8 and abs(ia[-1] - Fm[i, a]) < 1e-8
    D = rng.normal(size=(2, n, nocc)) / np.sqrt(n); t = 1e-5; grads = []
    for C, Hv, v, side in ((CL, HP, Ph, 0), (CR, HX, X, 1)):
        En = lambda t: (lambda o: dot(o, Hv)/dot(o, v))(occ([C[sp][:, :nocc] + t*D[sp] for sp in (0, 1)]))
        fd = (En(t) - En(-t)) / (2*t)
        an = sum(np.trace(D[sp].T @ (Id-P[sp]) @ Fs[sp] @ CR[sp][:, :nocc]) if side == 0 else
                 np.trace(CL[sp][:, :nocc].T @ Fs[sp] @ (Id-P[sp]) @ D[sp]) for sp in (0, 1))
        assert abs(fd - an) < 1e-5 * (1 + abs(an)); grads.append(fd)
        A = np.eye(nocc) + 0.5*rng.normal(size=(2, nocc, nocc))   # separate occupied mixing
        o = occ([C[sp][:, :nocc] @ A[sp] for sp in (0, 1)])
        assert abs(dot(o, v) - np.prod(np.linalg.det(A))) < 1e-10
        assert abs(dot(o, Hv)/dot(o, v) - parts.sum()) < 1e-7
    return np.array(ai), np.array(ia), grads, X, Ph

# ---- Hermitian limit against PySCF
fockc = make_fock(Vc, 0*W); Uc = np.linalg.eigh(h)[1][:, :nocc]; P0 = Uc @ Uc.T
Ehf, Phf, Fhf, _ = scf(fockc, h, P0)
hf.MUTE_CHKFILE = True
mol = gto.M(atom='Be 0 0 0', basis={'Be': [[0, [float(a), 1.0]] for a in alpha]}, verbose=0)
mf = hf.RHF(mol); mf.chkfile = None; mf.conv_tol = 1e-11
assert abs(mf.kernel() - Ehf) < 1e-7 and np.abs(Phf - Phf.T).max() < 1e-8
ehf, Chf = np.linalg.eigh(0.5*(Fhf + Fhf.T))
# ---- random unrestricted non-stationary point
pr = [complete(*[Chf[:, :nocc] + 0.05*rng.normal(size=(n, nocc)) for _ in range(2)]) for _ in range(2)]
ai, ia, gr, _, _ = examine([q[0] for q in pr], [q[1] for q in pr])
assert np.abs(ai - ia).max() > 1e-2 and min(abs(gr[0]), abs(gr[1])) > 1e-3
# ---- biorthogonal solution
E, P, F, parts = scf(fock, h, Phf)
eps, R = eigsort(F); im = np.abs(eps.imag).max()
if im < 1e-10:
    CR = R.real; CL = np.linalg.inv(CR).T
else:
    CL, CR = complete(np.linalg.inv(R)[:nocc].real.T, R[:, :nocc].real)
eps = eps.real
ai, ia, gr, X, Ph = examine([CL, CL], [CR, CR])
assert np.abs(ai).max() < 1e-7 and np.abs(ia).max() < 1e-7 and np.abs(gr).max() < 1e-6
assert np.abs(F @ P - P @ F).max() < 1e-7 and np.abs(P - P.T).max() > 1e-4
assert abs(2*eps[:nocc].sum() - parts[1] - 2*parts[2] - E) < 1e-7
Pao = Xo @ P @ Xo; Fao = make_fock(Coul - K, -L)(Tkin - Z*Rinv, Pao, Pao)[0][0]
cl, cr = Xo @ CL[:, :nocc], Xo @ CR[:, :nocc]
assert np.abs(Fao @ cr - S @ cr * eps[:nocc]).max() < 1e-6
assert np.abs(Fao.T @ cl - S @ cl * eps[:nocc]).max() < 1e-6
assert np.abs(cl.T @ S @ cr - np.eye(nocc)).max() < 1e-9
koop = []
for i in range(nocc):
    l, q = occ([CL, CL]), occ([CR, CR]); del l[i], q[i]
    koop.append(E - dot(l, applyH(det(q)))); assert abs(koop[-1] - eps[i]) < 1e-7
Pex = P - np.outer(CR[:, 1], CL[:, 1]) + np.outer(CR[:, 2], CL[:, 2])
Delta = fock(h, Pex, P)[1].sum() - E; assert Delta > 0
saddle = []
for t, sg in ((0.1, 1), (0.1, -1), (0.9, -1)):
    l, q = occ([CL, CL]), occ([CR, CR])
    l[1] = l[1] + t*so(CL[:, 2], 0); q[1] = q[1] + sg*t*so(CR[:, 2], 0); d4 = det(q)
    saddle.append(dot(l, applyH(d4))/dot(l, d4) - E)
    assert abs(saddle[-1] - sg*t*t*Delta/(1 + sg*t*t)) < 1e-6
# ---- single-set scheme
Eo, Po, Fo, _ = scf(fock, h, Phf, False)
Co = np.linalg.eigh(-Po)[1]
aio, iao, gro, _, _ = examine([Co, Co], [Co, Co])
assert np.abs(aio).max() < 1e-7 and np.linalg.norm(iao) > 1e-3 and abs(gro[1]) > 1e-4
# ---- Hellmann-Feynman in Z at fixed J
dz = 1e-3
dE = [(scf(fock, h - dz*rinv, Q, b)[0] - scf(fock, h + dz*rinv, Q, b)[0])/(2*dz) for Q, b in ((P, True), (Po, False))]
ex = [-2*np.trace(rinv @ Q) for Q in (P, Po)]
assert abs(dE[0] - ex[0]) < 1e-6 and abs(dE[1] - ex[1]) > 1e-4
# ---- one-body similarity transform of the Coulomb Hamiltonian, generator 0.2 exp(-r^2)
Mx = expm(0.2 * Xo @ (NN*(np.pi/(ps+1))**1.5) @ Xo); Mi = np.linalg.inv(Mx).T
h1, f1 = transform(h, Mi, Mx), make_fock(transform(Vc, Mi, Mx), 0*W)
E1b, E1o = scf(f1, h1, Phf)[0], scf(f1, h1, Phf, False)[0]
assert abs(E1b - Ehf) < 1e-8 and abs(E1o - Ehf) > 1e-6

out('Z', Z, '', '.0f'); out('basis size', n, 's Gaussians', 'd'); out('gamma', gam, '1/bohr', '.2f')
out('smallest exponent', alpha[0], '1/bohr^2', '.2f'); out('exponent ratio', alpha[1]/alpha[0], '', '.1f')
out('largest exponent', alpha[-1], '1/bohr^2', '.2f')
out('pointwise exp(-J)T exp(J) - T on test function', lhs, 'Eh')
out('pointwise -K part', -Kpt, 'Eh'); out('pointwise -L part', -Lpt, 'Eh')
out('L integral radial', Lref, 'Eh'); out('L integral Monte Carlo', smp.mean(), 'Eh'); out('Monte Carlo sigma', sig, 'Eh')
out('E HF', Ehf, 'Eh'); out('eps 1s HF', ehf[0], 'Eh'); out('eps 2s HF', ehf[1], 'Eh')
out('<HF|Ht|HF>', fock(h, Phf, Phf)[1].sum(), 'Eh')
out('E biorthogonal', E, 'Eh'); out('E biorthogonal', E*eV, 'eV', '.3f')
out('E biorthogonal - E HF', E - Ehf, 'Eh'); out('E biorthogonal - E HF', (E - Ehf)*eV, 'eV', '.3f')
for k in range(3):
    out(f'E {k+1}-body part', parts[k], 'Eh')
out('eps 1s', eps[0], 'Eh'); out('eps 2s', eps[1], 'Eh'); out('eps 2s', eps[1]*eV, 'eV', '.3f')
out('eps lowest virtual', eps[2], 'Eh'); out('max |Im eps|', im, 'Eh', '.1e')
out('sum of occupied spin-orbital eps', 2*eps[:nocc].sum(), 'Eh')
out('E(N)-E(N-1) frozen 1s', koop[0], 'Eh'); out('E(N)-E(N-1) frozen 2s', koop[1], 'Eh')
out('biorth max |<X_i^a|Ht|Phi>|', np.abs(ai).max(), 'Eh', '.1e')
out('biorth max |<X|Ht|Phi_i^a>|', np.abs(ia).max(), 'Eh', '.1e')
out('normalized overlap <X|Phi>', 1/np.linalg.norm(X)/np.linalg.norm(Ph), '')
out('Frobenius norm of P - P^T', np.linalg.norm(P - P.T), '')
out('Frobenius norm of F - F^T', np.linalg.norm(F - F.T), 'Eh')
out('E single-set', Eo, 'Eh'); out('E single-set - E biorthogonal', Eo - E, 'Eh')
out('single-set norm of F_ai', np.linalg.norm(aio), 'Eh', '.1e'); out('single-set norm of F_ia', np.linalg.norm(iao), 'Eh')
out('biorth dE/dZ finite difference', dE[0], 'Eh'); out('biorth -<1/r>', ex[0], 'Eh')
out('single-set dE/dZ finite difference', dE[1], 'Eh'); out('single-set -<1/r>', ex[1], 'Eh')
out('Delta (2s alpha -> lowest virtual)', Delta, 'Eh')
out('E-E0 at t=0.1, sign +', saddle[0], 'Eh'); out('E-E0 at t=0.1, sign -', saddle[1], 'Eh')
out('E-E0 at t=0.9, sign -', saddle[2], 'Eh')
out('one-body transform: biorth E - E HF', E1b - Ehf, 'Eh', '.1e')
out('one-body transform: single-set E - E HF', E1o - Ehf, 'Eh', '.2e')
print('all tests passed')
```

Printed output:

```
Z = 4 
basis size = 10 s Gaussians
gamma = 1.50 1/bohr
smallest exponent = 0.05 1/bohr^2
exponent ratio = 3.0 
largest exponent = 984.15 1/bohr^2
pointwise exp(-J)T exp(J) - T on test function = -1.330619 Eh
pointwise -K part = -1.188654 Eh
pointwise -L part = -0.141965 Eh
L integral radial = 0.015038 Eh
L integral Monte Carlo = 0.015053 Eh
Monte Carlo sigma = 0.000028 Eh
E HF = -14.571305 Eh
eps 1s HF = -4.732405 Eh
eps 2s HF = -0.309327 Eh
<HF|Ht|HF> = -14.640665 Eh
E biorthogonal = -14.617571 Eh
E biorthogonal = -397.764 eV
E biorthogonal - E HF = -0.046266 Eh
E biorthogonal - E HF = -1.259 eV
E 1-body part = -19.101249 Eh
E 2-body part = 4.486861 Eh
E 3-body part = -0.003184 Eh
eps 1s = -4.756673 Eh
eps 2s = -0.311866 Eh
eps 2s = -8.486 eV
eps lowest virtual = 0.192697 Eh
max |Im eps| = 0.0e+00 Eh
sum of occupied spin-orbital eps = -10.137078 Eh
E(N)-E(N-1) frozen 1s = -4.756673 Eh
E(N)-E(N-1) frozen 2s = -0.311866 Eh
biorth max |<X_i^a|Ht|Phi>| = 6.9e-12 Eh
biorth max |<X|Ht|Phi_i^a>| = 7.7e-12 Eh
normalized overlap <X|Phi> = 0.987215 
Frobenius norm of P - P^T = 0.160893 
Frobenius norm of F - F^T = 12.339956 Eh
E single-set = -14.618800 Eh
E single-set - E biorthogonal = -0.001228 Eh
single-set norm of F_ai = 2.3e-11 Eh
single-set norm of F_ia = 1.059735 Eh
biorth dE/dZ finite difference = -8.425909 Eh
biorth -<1/r> = -8.425909 Eh
single-set dE/dZ finite difference = -8.426624 Eh
single-set -<1/r> = -8.743354 Eh
Delta (2s alpha -> lowest virtual) = 0.298440 Eh
E-E0 at t=0.1, sign + = 0.002955 Eh
E-E0 at t=0.1, sign - = -0.003015 Eh
E-E0 at t=0.9, sign - = -1.272298 Eh
one-body transform: biorth E - E HF = 3.6e-15 Eh
one-body transform: single-set E - E HF = -1.86e-03 Eh
all tests passed
```
